\section*{Two derivations of Hostler's closed form for the Coulomb Green's function, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The free particle}

For a free electron the whole result can be read off from exponentials. Hartree atomic units are used throughout. Let $E=-\kappa^2/2$ with $\kappa>0$, and let $G(\mathbf r,\mathbf r')$ be the decaying solution of $(-\tfrac12\nabla^2+\tfrac12\kappa^2)G=\delta^3(\mathbf r-\mathbf r')$. With $R=|\mathbf r-\mathbf r'|$ it is
\begin{equation}
G_{\rm free}=\frac{e^{-\kappa R}}{2\pi R},
\label{free}
\end{equation}
because $\nabla^2(e^{-\kappa R}/R)=\kappa^2e^{-\kappa R}/R$ for $R>0$ and $\nabla^2(1/R)=-4\pi\delta^3$, so that $-\tfrac12\nabla^2(1/2\pi R)=\delta^3$.

The s-wave radial Green's function solves $(-\tfrac12\partial_r^2+\tfrac12\kappa^2)g_0=\delta(r-r')$ on the half-line with $g_0=0$ at $r=0$. It has the form $C\sinh(\kappa r_<)e^{-\kappa r_>}$, where $r_<$ and $r_>$ are the smaller and the larger of $r,r'$. Integrating the equation across $r'$ shows that $\partial_rg_0$ jumps by $-2$. The jump of the trial form is $-C\kappa e^{-\kappa r'}(\sinh\kappa r'+\cosh\kappa r')=-C\kappa$, so $C=2/\kappa$ and
\begin{equation}
g_0(r_>,r_<)=\frac1\kappa\left[e^{-\kappa(r_>-r_<)}-e^{-\kappa(r_>+r_<)}\right].
\end{equation}
The first term is the Green's function of the full line, and the second is the image that enforces the node at the origin. Define
\begin{equation}
x=r+r'+R,\qquad y=r+r'-R,
\label{xy}
\end{equation}
so that $x-y=2R$ and $x+y=2(r+r')$, and evaluate $g_0$ at the radii $r_>=x/2$, $r_<=y/2$:
\begin{equation}
g_0(x/2,y/2)=\frac1\kappa\left[e^{-\kappa(x-y)/2}-e^{-\kappa(x+y)/2}\right].
\end{equation}
Treat $x$ and $y$ as independent variables. The operator $\partial_x-\partial_y$ annihilates any function of $x+y$, so it removes the image term, and it multiplies the first exponential by $-\kappa/2-\kappa/2=-\kappa$. Hence $(\partial_x-\partial_y)g_0=-e^{-\kappa R}$ and
\begin{equation}
G=-\frac{1}{2\pi R}\,(\partial_x-\partial_y)\,g_0(x/2,y/2).
\label{main}
\end{equation}
The radii $x/2$ and $y/2$ have a geometric meaning. Two points on the same ray from the origin have $R=r_>-r_<$, so $x=2r_>$ and $y=2r_<$. For a general pair, $x/2$ and $y/2$ are the radii of the collinear pair with the same separation $R$ and the same sum $r+r'$. For the free particle the sum is irrelevant. Hostler's closed form states that Eq.~(\ref{main}) holds unchanged when a Coulomb potential centred at the origin is added, with $g_0$ the Coulomb s-wave function.

\section{Conventions and the s-wave Coulomb functions}

The Hamiltonian is $H=-\tfrac12\nabla^2-Z/r$, without relativity or spin and with a fixed point nucleus. $Z$ is real and nonzero, and $Z<0$ is the repulsive case. The Green's function is the kernel of $(H-E)^{-1}$, and the opposite convention $(E-H)^{-1}$ reverses its sign. Set
\begin{equation}
\kappa=\sqrt{-2E},\quad \operatorname{Re}\kappa>0,\qquad \nu=Z/\kappa .
\end{equation}
Two facts about $H$ are taken as given. It is self-adjoint, with the smooth functions of compact support as a core (Kato's theorem), and its spectrum is $[0,\infty)$ together with the levels $E_n=-Z^2/2n^2$ when $Z>0$. Off the spectrum $\operatorname{Re}\kappa>0$ and $\nu\neq1,2,\dots$

The homogeneous s-wave equation is $\partial_r^2f=(\kappa^2-2Z/r)f$. In the doubled variable $x=2r$ it reads
\begin{equation}
\frac{d^2f}{dx^2}=q(x)f,\qquad q(x)=\frac{\kappa^2}{4}-\frac Zx,
\label{q}
\end{equation}
and in $u=\kappa x$ it is Whittaker's equation with second index $1/2$, $f''=(\tfrac14-\nu/u)f$. Primes on Whittaker functions denote derivatives with respect to their argument. Put $f=ue^{-u/2}F$. Then $f'=e^{-u/2}[(1-u/2)F+uF']$ and $f''=e^{-u/2}[uF''+(2-u)F'+(u/4-1)F]$, so
\begin{equation}
uF''+(2-u)F'-(1-\nu)F=0 .
\label{kummer}
\end{equation}

\emph{The regular solution.} A power series $F=\sum_jc_ju^j$ in Eq.~(\ref{kummer}) gives $c_{j+1}=c_j(j+1-\nu)/[(j+1)(j+2)]$, which converges for all $u$. With $c_0=1$ it defines
\begin{equation}
M(u)\equiv M_{\nu,1/2}(u)=ue^{-u/2}\,{}_1F_1(1-\nu;2;u)=u-\tfrac12\nu u^2+\dots,
\end{equation}
an entire function of $u$ and of $\nu$ with $M(0)=0$ and $M'(0)=1$.

\emph{The decaying solution.} For $\operatorname{Re}\nu<1$ and $\operatorname{Re}u>0$ take $F=\int_0^\infty e^{-ut}t^{-\nu}(1+t)^{\nu}dt$. In Eq.~(\ref{kummer}) the integrand acquires the factor $ut^2-2t+ut-(1-\nu)$. Since
\begin{equation}
\frac{d}{dt}\left[e^{-ut}t^{1-\nu}(1+t)^{1+\nu}\right]=e^{-ut}t^{-\nu}(1+t)^\nu\left[-ut-ut^2+(1-\nu)+2t\right],
\end{equation}
the integrand is minus a total derivative whose bracket vanishes at both ends, and $F$ is a solution. With $t=w/u$ define
\begin{equation}
\Gamma(1-\nu)\,W(u)=e^{-u/2}u^{\nu}\int_0^\infty e^{-w}w^{-\nu}\left(1+\frac wu\right)^{\nu}dw,\qquad W\equiv W_{\nu,1/2}.
\label{Wint}
\end{equation}
This form is analytic in $u$ for $|\arg u|<\pi$. It is continued in $\nu$ by writing $w^{-\nu}=\partial_ww^{1-\nu}/(1-\nu)$ and integrating by parts, and each repetition extends the domain by one unit and introduces one simple pole, at $\nu=1,2,\dots$ These are the poles of $\Gamma(1-\nu)$, so $W$ is entire in $\nu$, and it obeys the differential equation for all $\nu$ because both sides are analytic. As $u\to\infty$ the factor $(1+w/u)^\nu$ tends to $1$ and its $w$-derivatives tend to zero, the integral tends to $\Gamma(1-\nu)$ or its continuation, and
\begin{equation}
W(u)\sim u^\nu e^{-u/2}.
\label{Wasym}
\end{equation}

\emph{Behaviour at the origin and the Wronskian.} Any solution can be written $f=Mh$, and then $fM'-f'M=-M^2h'$ equals a constant $b$, since the equation has no first-derivative term. With $M^{-2}=u^{-2}(1+\nu u+\dots)$, integration gives $h=b(1/u-\nu\ln u)+{}$a power series, so
\begin{equation}
f(0)=b,\qquad f'(u)=-b\,\nu\ln u+O(1).
\label{log}
\end{equation}
For $\operatorname{Re}\nu<1$, Eq.~(\ref{Wint}) at $u\to0$ has $u^\nu(1+w/u)^\nu=(u+w)^\nu\to w^\nu$, and the integral becomes $\int_0^\infty e^{-w}dw=1$. Therefore $W(0)=1/\Gamma(1-\nu)$ and
\begin{equation}
WM'-W'M=\frac1{\Gamma(1-\nu)} .
\label{wron}
\end{equation}
Both sides are entire in $\nu$, so Eq.~(\ref{wron}) holds for all $\nu$, and by Eq.~(\ref{log}) so do $W(0)=1/\Gamma(1-\nu)$ and $W'\simeq-\nu\ln u/\Gamma(1-\nu)$. Equation~(\ref{wron}) also reads $(M/W)'=1/[\Gamma(1-\nu)W^2]$. Inserting Eq.~(\ref{Wasym}) and integrating $u^{-2\nu}e^u$ to leading order gives, for $\operatorname{Re}u\to+\infty$,
\begin{equation}
M(u)\sim\frac{u^{-\nu}e^{u/2}}{\Gamma(1-\nu)},
\label{Masym}
\end{equation}
so $M$ grows exponentially unless $\nu$ is a positive integer.

\emph{The radial Green's function.} The equation $(-\tfrac12\partial_r^2-Z/r-E)g_0=\delta(r-r')$, with $g_0\propto r$ at the origin and decay at infinity, requires $g_0=CW(2\kappa r_>)M(2\kappa r_<)$. The jump of $\partial_rg_0$ is $2\kappa C(W'M-WM')=-2\kappa C/\Gamma(1-\nu)$ and must equal $-2$, so
\begin{equation}
g_0(r_>,r_<)=\frac{\Gamma(1-\nu)}{\kappa}\,W(2\kappa r_>)\,M(2\kappa r_<).
\label{g0}
\end{equation}
With $u=\kappa x$ and $v=\kappa y$ one has $\partial_x=\kappa\partial_u$ and $\partial_y=\kappa\partial_v$, and Eq.~(\ref{main}) takes the explicit form
\begin{equation}
G(\mathbf r,\mathbf r';E)=\frac{\Gamma(1-\nu)}{2\pi R}\left[W(u)M'(v)-W'(u)M(v)\right].
\label{hostler}
\end{equation}
At $\nu=0$, Eq.~(\ref{Wint}) gives $W=e^{-u/2}$ and the regular solution is $M=2\sinh(v/2)$. The bracket is then $e^{-u/2}[\cosh(v/2)+\sinh(v/2)]=e^{-\kappa R}$, which is Eq.~(\ref{free}).

\section{First derivation: the differential equation in $x$ and $y$}

\subsection{The Hamiltonian at fixed source}

Hold $\mathbf r'$ fixed on the positive $z$ axis, write $s=r'>0$, and let $\nabla$ act on $\mathbf r$. Then $\nabla r=\hat{\mathbf r}$, $\nabla R=\hat{\mathbf R}$, $\nabla^2r=2/r$ and $\nabla^2R=2/R$. Let $c=\hat{\mathbf r}\cdot\hat{\mathbf R}$. Squaring $\mathbf r'=\mathbf r-\mathbf R$ gives $2rRc=r^2+R^2-s^2$. From $\nabla x=\hat{\mathbf r}+\hat{\mathbf R}$ and $\nabla y=\hat{\mathbf r}-\hat{\mathbf R}$, together with $r+R=x-s$ and $r-R=y-s$,
\begin{align}
\nabla x\cdot\nabla y&=1-1=0,\\
rR\,|\nabla x|^2&=rR(2+2c)=(r+R)^2-s^2=x(x-2s),\\
rR\,|\nabla y|^2&=rR(2-2c)=s^2-(r-R)^2=y(2s-y),\\
rR\,\nabla^2x&=2(R+r)=2(x-s),\qquad rR\,\nabla^2y=2(R-r)=-2(y-s),\\
4rR&=(x-s)^2-(y-s)^2=x(x-2s)-y(y-2s).
\end{align}
The surfaces of constant $x$ and constant $y$ are confocal ellipsoids and hyperboloids with foci at the nucleus and at the source. The triangle inequalities give $x\ge2s$ and $0\le y\le2s$. The value $y=0$ occurs at the nucleus and on the half-line opposite to $\mathbf r'$, the value $x=2s$ on the segment between the foci, and $y=2s$ on the axis beyond the source. The volume element follows from orthogonality. Heron's formula for the triangle with sides $r,R,s$ and height $\rho_\perp$ above the axis gives $(2s\rho_\perp)^2=x(x-2s)y(2s-y)$, so
\begin{equation}
d^3r=\frac{\rho_\perp\,dx\,dy\,d\varphi}{|\nabla x||\nabla y|}=\frac{rR}{2s}\,dx\,dy\,d\varphi .
\label{vol}
\end{equation}

For a function $F(x,y)$ the chain rule has no mixed term, and
\begin{equation}
rR\,\nabla^2F=x(x-2s)F_{xx}+2(x-s)F_x-y(y-2s)F_{yy}-2(y-s)F_y .
\end{equation}
Multiplying $H-E$ by $-2rR$ gives $rR\nabla^2+2ZR-\kappa^2rR$, in which $2ZR=Z(x-y)$ and $rR$ is the quadratic form above. Every coefficient is at most linear in $s$, and collecting powers of $s$ yields
\begin{align}
-2rR\,(H-E)F&=(A-2sB)F,\label{split}\\
A&=x^2\partial_x^2+2x\partial_x+Zx-\tfrac14\kappa^2x^2-y^2\partial_y^2-2y\partial_y-Zy+\tfrac14\kappa^2y^2,\\
B&=x\partial_x^2+\partial_x-\tfrac14\kappa^2x-y\partial_y^2-\partial_y+\tfrac14\kappa^2y .
\end{align}
By axial symmetry the true $G$ is some function of $x$, $y$ and $s$. The trial is that it has no separate dependence on $s$. A given pair $x>y>0$ is reached from every $s$ between $y/2$ and $x/2$, so Eq.~(\ref{split}) can vanish for an $s$-independent function only if
\begin{equation}
AG=0\quad\text{and}\quad BG=0 .
\end{equation}
Two equations for one function of two variables need not be compatible. Nothing is assumed about that, since the system is solved below and its solution is then shown to be the resolvent kernel.

\subsection{Solving the pair of equations}

Remove the expected singularity by writing $G=-\phi/(\pi d)$ with $d=x-y$. For $F=\phi/d$,
\begin{align}
F_x&=\frac{\phi_x}d-\frac\phi{d^2}, & F_{xx}&=\frac{\phi_{xx}}d-\frac{2\phi_x}{d^2}+\frac{2\phi}{d^3},\\
F_y&=\frac{\phi_y}d+\frac\phi{d^2}, & F_{yy}&=\frac{\phi_{yy}}d+\frac{2\phi_y}{d^2}+\frac{2\phi}{d^3}.
\end{align}
In $d\cdot BF$ the undifferentiated terms that come from derivatives are $2(x-y)\phi/d^2-2\phi/d=0$. The coefficient of $\phi_x$ is $1-2x/d=-(x+y)/d$ and that of $\phi_y$ is $-1-2y/d=-(x+y)/d$. In $d\cdot AF$ the corresponding terms are $2(x^2-y^2)\phi/d^2-2(x+y)\phi/d=0$, then $2x-2x^2/d=-2xy/d$ and $-2y-2y^2/d=-2xy/d$. With $D=\partial_x+\partial_y$,
\begin{align}
d\cdot AF&=x^2\phi_{xx}-y^2\phi_{yy}-\frac{2xy}dD\phi+\left[Zd-\tfrac14\kappa^2(x+y)d\right]\phi,\label{Aphi}\\
d\cdot BF&=x\phi_{xx}-y\phi_{yy}-\frac{x+y}dD\phi-\tfrac14\kappa^2d\,\phi .\label{Bphi}
\end{align}
The combination $A-yB$ eliminates $\phi_{yy}$. The coefficient of $\phi_{xx}$ becomes $x^2-xy=xd$, that of $D\phi$ becomes $[-2xy+y(x+y)]/d=-y$, and that of $\phi$ becomes $d(Z-\tfrac14\kappa^2x)=-xd\,q(x)$. In the same way $A-xB$ gives $yd$ for $\phi_{yy}$, $[-2xy+x(x+y)]/d=x$ for $D\phi$, and $-yd\,q(y)$ for $\phi$. Define a new function $\psi$ by
\begin{equation}
D\phi=[q(x)-q(y)]\,\psi,\qquad q(x)-q(y)=\frac{Z(x-y)}{xy},
\label{psidef}
\end{equation}
which needs $Z\ne0$. Dividing the two combinations by $xd$ and $yd$, and using $yD\phi/(xd)=Z\psi/x^2$ and $xD\phi/(yd)=Z\psi/y^2$, one obtains
\begin{equation}
\phi_{xx}=q(x)\phi+q'(x)\psi,\qquad \phi_{yy}=q(y)\phi-q'(y)\psi,\qquad q'(x)=Z/x^2 .
\label{pair}
\end{equation}

The difference $\phi_{xx}-\phi_{yy}$ can be computed in two ways. Equation~(\ref{pair}) gives $[q(x)-q(y)]\phi+[q'(x)+q'(y)]\psi$. It is also $(\partial_x-\partial_y)D\phi$, which by Eq.~(\ref{psidef}) is $[q'(x)+q'(y)]\psi+[q(x)-q(y)](\partial_x-\partial_y)\psi$. Since $q(x)\ne q(y)$ for $x\neq y$,
\begin{equation}
\phi=(\partial_x-\partial_y)\psi .
\label{op}
\end{equation}
The derivative operator of Hostler's form is thus forced by the two equations. It remains to find $\psi$. Applying $D$ to Eq.~(\ref{op}) gives $\psi_{xx}-\psi_{yy}=[q(x)-q(y)]\psi$, so the two expressions
\begin{equation}
\chi=\psi_{xx}-q(x)\psi=\psi_{yy}-q(y)\psi
\end{equation}
are one function. Differentiating Eq.~(\ref{op}) twice in $x$,
\begin{equation}
\phi_{xx}=(\partial_x-\partial_y)[q(x)\psi+\chi]=q'(x)\psi+q(x)\phi+\chi_x-\chi_y ,
\end{equation}
and comparison with Eq.~(\ref{pair}) gives $\chi_x=\chi_y$, hence $\chi_{xx}=\chi_{xy}=\chi_{yy}$. The operators $\partial_x^2-q(x)$ and $\partial_y^2-q(y)$ act on different variables and commute, so $[\partial_x^2-q(x)]\chi=[\partial_y^2-q(y)]\chi$, both sides being their product applied to $\psi$. Therefore $[q(x)-q(y)]\chi=\chi_{xx}-\chi_{yy}=0$ and $\chi=0$. The function $\psi$ obeys the s-wave equation~(\ref{q}) in each variable. At fixed $y$ it is $a(y)W(\kappa x)+b(y)M(\kappa x)$, and because $W$ and $M$ are linearly independent, $a$ and $b$ each solve Eq.~(\ref{q}) in $y$. The solutions form a space of dimension at most four.

Conversely, every product $\psi=w(x)m(y)$ of solutions works. Here $\phi=w'm-wm'$ and $D\phi=w''m-wm''=[q(x)-q(y)]\psi$. Further, $\phi_x=q(x)\psi-w'm'$ gives $\phi_{xx}=q'(x)\psi+q(x)(w'm-wm')$, and $\phi_y=w'm'-q(y)\psi$ gives $\phi_{yy}=q(y)(w'm-wm')-q'(y)\psi$. These are Eqs.~(\ref{psidef}) and~(\ref{pair}), so $(A-yB)F=(A-xB)F=0$, and for $x\ne y$ both $AF$ and $BF$ vanish.

The same substitution shows why the s wave is singled out. Let $w$ and $m$ solve the equation with $q\to q+c_\ell/x^2$, $c_\ell=\ell(\ell+1)$, which is the radial equation of angular momentum $\ell$ in the doubled variable. The three relations keep their form with the modified $q$. In Eq.~(\ref{Aphi}) the extra $\phi$ terms are $c_\ell-c_\ell=0$, and the extra $\psi$ terms are $-2c_\ell/x-2c_\ell/y+2c_\ell(x+y)/(xy)=0$, so $A$ cannot tell the partial waves apart. In Eq.~(\ref{Bphi}) the extra terms are $c_\ell(1/x-1/y)\phi$ and $c_\ell[-2/x^2-2/y^2+(x+y)^2/(x^2y^2)]\psi=-c_\ell d^2\psi/(x^2y^2)$, which leaves
\begin{equation}
B\left[\frac\phi d\right]=-c_\ell\left[\frac{\phi}{xy}+\frac{(x-y)\psi}{x^2y^2}\right].
\end{equation}
The bracket cannot vanish identically when $c_\ell\neq0$. Multiplying it by $xy/(wm)$ and setting it to zero gives $w'/w-1/x=m'/m-1/y$, so both sides equal a constant $k_0$ and $w\propto xe^{k_0x}$. Then $w''/w=k_0^2+2k_0/x$ has no $1/x^2$ term, which contradicts the equation for $w$ unless $c_\ell=0$. Only $\ell=0$ satisfies the $B$ equation.

If $G$ depends on $x$ and $y$ alone, it must have the form $G=-\phi/(\pi d)$ with $\phi=(\partial_x-\partial_y)\psi$, where $\psi$ obeys the s-wave equation in each variable and contains at most four constants. It remains to fix these constants, to show that the result is the resolvent kernel, and to derive it a second time by summing the partial waves.
